Fitting linear-parabolic growth: why narrow thickness ranges entangle A and B

**1. What symmetry fixes**

The linear-parabolic law relates thickness x to time t by

  x² + A x = B(t + τ).

Move the origin of thickness to the centre x_c of the measured range, x = x_c + y. The law keeps its form:

  y² + L y = B(t − c), L = A + 2x_c,

where c is the time at which x = x_c. If τ is free, so is c. The data then know A only through the length L.

Let the thicknesses cover x_c ± h, with error σ. A change in the unit of time rescales B but cannot change its relative error, so B drops out of that error. In the linear theory of errors the result is proportional to σ. Hence

  σ_B/B = (σ/L) g(h/L, N)

for N points in a given pattern. For small h the function g follows from a comparison of two times. Solved for time, the law reads t = c + (L/B)y + y²/B. The slope L/B contains A and B together, and only the curvature contains B alone. Across the half-range the curvature contributes a time h²/B, while the thickness error is worth a time σL/B. Their ratio gives

  σ_B/B ∝ σL/h².

Halving the range therefore quadruples the error of B. "Inseparable" has this quantitative meaning: three distinct thicknesses do determine A, B and τ formally, but the errors diverge as the range closes.

**2. Model and statistical assumptions**

The growth rate is that of a linear and a parabolic resistance in series:

  dx/dt = B/(A + 2x).

For 2x ≪ A it tends to B/A, and for 2x ≫ A to B/(2x). Separation of variables gives (A + 2x)dx = B dt, hence x² + A x = Bt + constant. The constant is written Bτ. If the law holds from t = 0 with initial thickness x₀, then τ = (x₀² + A x₀)/B. If early growth obeys another law, τ is an effective offset for the later data.

The positive root is the predicted thickness:

  X(t) = −A/2 + √[A²/4 + B(t + τ)].

Times are taken as error-free. Measured thicknesses xᵢ have independent Gaussian errors of known standard deviation σᵢ. Maximum likelihood then means minimising

  χ² = Σ [xᵢ − X(tᵢ)]²/σᵢ².

The log-likelihood is −χ²/2 plus a constant. Differentiating χ²/2 twice with respect to parameters a and b gives

  Σ [X_a X_b − (xᵢ − X)X_ab]/σᵢ²,

where subscripts on X denote derivatives. The mean residual is zero at the true parameters, so the second term averages away. The Fisher matrix is

  F_ab = Σ X_a X_b/σᵢ².

Its inverse is the covariance matrix of the estimates as long as X is nearly linear in the parameters over the range of their errors.

To find the derivatives, vary the growth law at fixed t:

  (2x + A)δx = −x δA + (t + τ)δB + B δτ.

Since t + τ = x(x + A)/B,

  ∂X/∂A = −x/(2x + A),
  ∂X/∂B = x(x + A)/[B(2x + A)],
  ∂X/∂τ = B/(2x + A).

**3. Coordinates suited to the fit**

Insert x = x_c + y into t = x²/B + Ax/B − τ and collect powers of y:

  t = c + s y + p y²,
  p = 1/B, s = (A + 2x_c)/B = L/B,
  c = (x_c² + A x_c)/B − τ.

The inverse relations are

  B = 1/p,
  A = s/p − 2x_c,
  τ = s x_c − p x_c² − c.

The last follows from τ = p x_c² + pA x_c − c with pA = s − 2p x_c.

At fixed time, a variation gives 0 = δc + y δs + y² δp + (s + 2py)δy. The thickness sensitivities are therefore

  ∂X/∂(c, s, p) = −(1, y, y²)/(s + 2py).

A direction (a₀, a₁, a₂) in parameter space is invisible if a₀ + a₁y + a₂y² = 0 at the model thickness X(tᵢ) of every data point. A nonzero polynomial of degree two has at most two roots. Three distinct model thicknesses, that is, three distinct times, thus make F nonsingular, while two leave it singular however often they are repeated. Noisy repeats at one time give different measured values but count as one thickness.

To predict y, solve p y² + s y − d = 0 with d = t − c. The root that tends to d/s as p → 0 is [−s + √(s² + 4pd)]/(2p). Multiplying numerator and denominator by s + √(s² + 4pd) turns it into

  y = 2d/[s + √(s² + 4pd)].

This form has no division by p. It passes smoothly through p = 0, which is purely linear growth, and lets noisy data choose a slightly negative p. In the original parameters the same point lies at infinite A and B.

**4. Scheme**

Let H be half the spread of the measured thicknesses and u = (x − x_c)/H. Use the parameters θ = (c, S, P) with S = sH and P = pH². All three are times. The model is u = 2d/[S + √(S² + 4Pd)], and the weighted residuals and the Jacobian of the weighted predictions H u_model/σᵢ are

  rᵢ = (xᵢ − x_c − H u_model)/σᵢ,
  Jᵢ = −(H/σᵢ)(1, u, u²)/(S + 2Pu), with u = u_model.

For a small step δ the new residual is r − Jδ. Setting the gradient of |r − Jδ|² to zero gives the Gauss-Newton equation JᵀJ δ = Jᵀr.

```
input t[i], x[i], sigma[i]
x_c = mean(x);  H = (max(x) - min(x))/2
u = (x - x_c)/H
regress t on (1, u, u^2), weights 1/sigma^2
repeat regression, weights 1/[sigma (S + 2 P u)]^2
repeat at most 60 times:
    compute u_model, r, J
    solve (J^T J) delta = J^T r
    f = 1
    while chi2(theta + f delta) is invalid or has risen:
        f = f/2;  report failure if f < 1e-6
    theta = theta + f delta
    stop if delta^T (J^T J) delta < 1e-14
report failure if not stopped
s = S/H;  p = P/H^2
C = inverse(J^T J), rescaled to (c, s, p)
return p, its error, A, B, tau, D C D^T
```

The second regression uses the fact that a thickness error σ is equivalent to a time error σ dt/dx. Regression of t on measured x is used only as a start, because the noise sits in x; the final fit minimises thickness residuals. In the test for a rise of χ², allow a small rounding margin, such as 10⁻⁹. The stopping quantity is the squared step in units of the statistical error, so it does not depend on the units of A and B.

The matrix D follows from differentiating the inverse relations:

  δA = δs/p − s δp/p²,
  δB = −δp/p²,
  δτ = −δc + x_c δs − x_c² δp.

Each iteration costs a number of operations proportional to N, plus one 3 × 3 solution. Storage is also proportional to N.

The scaling matters for stability. Suppose that H is small against L but well above σ, so that the fitted P, noise included, is small against S. The denominator S + 2Pu is then nearly the constant S. With equal errors and a symmetric pattern, JᵀJ then tends to N H²/(σ²S²) times

  | 1  0  m₂ |
  | 0  m₂ 0 |
  | m₂ 0  m₄ |

where m₂ and m₄ are the means of u² and u⁴. The shape of this matrix does not depend on H, so under these conditions the linear solution stays well conditioned. Once H is comparable with σ, noise can make P as large as S and this protection is lost. The statistical weakness has not gone away: it returns through p = P/H².

**5. Errors for a narrow range**

Take equal σ, evenly spaced thicknesses over x_c ± h, and h ≪ L. To leading order the slope s + 2py is the constant s, and the sensitivities are −(1, y, y²)/s.

With the other parameters free, the variance of one parameter is the inverse squared length of the part of its sensitivity column that the other columns cannot imitate. This is the block-inverse formula for F. For p, the column u² is partly imitated by a constant. The column u does not help, because Σu³ = 0. What remains is u² − m₂, whose squared length is

  Σ(u² − m₂)² = N(m₄ − m₂²) = Nκ.

Restoring the factors h², s and σ,

  σ_p = σs/(h²√(Nκ)).

Because B = 1/p, the linearised relative errors of B and p are equal. With s = L/B,

  σ_B/B = Bσ_p = σ(A + 2x_c)/(h²√(Nκ)).

This confirms the scaling of section 1 and supplies its coefficient. For many points m₂ → 1/3 and κ → 1/5 − 1/9 = 4/45. At fixed σ, compensating for a halved range then takes about sixteen times as many points. Starting from only 11 points it takes about 22 times as many, because κ falls from 0.125 towards 0.089 as points are added.

The column u is orthogonal to both 1 and u², so σ_s = σs/(h√(Nm₂)). The growth rate at the centre is R = 1/s = B/(A + 2x_c), and

  σ_R/R = σ/(h√(Nm₂)).

This error grows only as 1/h. The rate R is the well-determined combination.

For the correlation ρ of A and B, vary A = sB − 2x_c:

  δA = (L/B)δB + B δs.

The first term dominates, so σ_A ≈ L σ_B/B, and A and B rise or fall together. If B is held fixed, only B δs remains, with variance B²σ_s² = σ²L²/(h²Nm₂). For Gaussian errors, 1 − ρ² is the variance of A at fixed B divided by its full variance:

  1 − ρ² = [σ²L²/(h²Nm₂)]/[σ²L⁴/(h⁴Nκ)]
      = (κ/m₂)h²/L².

The ratio B/A is in general not well determined either. Its inverse is A/B = s − 2x_c p, so when the error of p dominates, its relative error is (2x_c/A)(σ_B/B). For x_c ≪ A the prefactor is small, but σ_B/B grows in proportion to L ≈ A. The product tends to 2x_cσ/(h²√(Nκ)), which no longer depends on A, so the fitted B/A stays less certain than R. If x_c ≪ A is known independently, R itself can serve as the linear rate constant B/A; it is then too low by a fraction of about 2x_c/A.

**6. Worked example**

The parameters are round model values: A = 100 nm, B = 10000 nm²/h (0.010 µm²/h), τ = 0.24 h, σ = 0.5 nm. Two synthetic data sets have N = 11 points each and share the centre x_c = 200 nm. The wide set covers 30 to 370 nm (h = 170 nm), the narrow set 180 to 220 nm (h = 20 nm). The data are listed in the numerical output.

Here L = 100 + 400 = 500 nm, m₂ = 0.4000 and κ = 0.12480. For the narrow set

  σ_B/B = 0.5 × 500/(400 × √1.3728) = 0.533,
  σ_R/R = 0.5/(20 × √4.4) = 0.0119.

The full Fisher matrix gives 53.25 % and 1.195 %. The error of A is about 500 × 0.533 = 267 nm, more than twice A itself. The error of B/A is about 4 × 53.25 % = 213 %. The rate at 200 nm is nevertheless known to 1.2 %.

Going from h = 20 to 10 nm raises the Fisher error of B from 53.25 % to 213.28 %, a factor of 4.0, while the rate error doubles. The narrow-range formulas for σ_B, σ_R and 1 − ρ² were tested against the inverted Fisher matrix, to 3 % at h = 20 nm and to 0.3 % at h = 5 nm.

Correlation alone is a poor alarm. It is 0.99975 for the narrow set, but already 0.975 for the wide set, where B is known to 0.63 % and A to 2.7 %. The errors themselves decide whether the parameters are usable.

The fits to the two data sets give:

  wide: A = 101.3 ± 2.7 nm, B = 10023 ± 63 nm²/h
  narrow: A = 74 ± 244 nm, B = 9400 ± 4800 nm²/h

Their rates at 200 nm are 19.99 ± 0.03 and 19.8 ± 0.2 nm/h; the true value is 20 nm/h. The values of χ² are 6.70 and 2.20. With 11 − 3 = 8 degrees of freedom the expected value is 8, with standard deviation √16 = 4. The narrow fit follows its data closely and still says little about A and B: a good χ² is no evidence of separability.

A twin curve makes this visible. Double B to 20000 nm²/h and keep c = 5.76 h and s = 500/10000 = 0.05 h/nm. Then

  A′ = 0.05 × 20000 − 400 = 600 nm,
  τ′ = (200² + 600 × 200)/20000 − 5.76 = 2.24 h.

The curvature changes by δp = −5 × 10⁻⁵ h/nm². The expected gap at the edge of the narrow range is |δp|h²/s = 5 × 10⁻⁵ × 400/0.05 = 0.40 nm; the computed maximum is 0.42 nm, less than the error of one measurement. On the wide set the same two curves differ by up to 41 nm.

**7. Reporting an interval when B is poorly known**

The estimate of p is nearly Gaussian here, but its reciprocal is not. In 2000 repeated narrow experiments the scatter of p was 53.4 % of its true value, against 53.2 % from the Fisher matrix. A share of 2.80 % gave p ≤ 0; the Gaussian prediction is 3.02 %. Such a fit returns negative A and B. Under the Gaussian approximation the density of p is nonzero at p = 0, so the integral for the mean of |1/p| diverges. B then has no finite variance, and "9400 ± 4800" is a local linearisation, not a confidence interval.

The interval should be formed in p. For the narrow data p = (1.065 ± 0.548) × 10⁻⁴ h/nm², and the 95 % range is

  −0.009 × 10⁻⁴ < p < 2.138 × 10⁻⁴ h/nm².

The upper end gives B > 1/(2.138 × 10⁻⁴) ≈ 4700 nm²/h. The lower end just includes zero, so this interval sets no finite upper limit on B.

A second view is the rise Δχ² when a straight line x(t) replaces the full law. Near the minimum χ² is quadratic, so the rise should be close to (p/σ_p)². The numbers are 3.84 and 3.78. The 95 % threshold for one parameter is 1.96² = 3.84, so the case is borderline: parabolic curvature is neither clearly seen nor clearly absent. For the wide data the rise is about 17800, and linear growth is excluded. There (p/σ_p)² is about 25000; the quadratic approximation is not accurate some 158 standard errors from the minimum.

In 1000 repeated wide experiments B scattered by 0.596 %, against a Fisher error of 0.632 %. The difference is 6 % of the error, while the sampling uncertainty of such a scatter is about 1/√2000 = 2.2 %. The agreement is within the 10 % tolerance of the test, but this run alone cannot say whether the remainder is chance.

**8. Remedies**

*A distant thickness.* Replacing the 220 nm point by one at 370 nm lowers the error of B from 53 % to 4.2 %. The ten remaining points have mean 198 nm and Σ(x − 198)² = 1320 nm², so their slope error is 0.5 × 0.05/√1320 = 6.9 × 10⁻⁴ h/nm. Extrapolated over 172 nm this is 0.118 h. The distant point adds 0.5 × (100 + 740)/10000 = 0.042 h. Combined in quadrature these give 0.126 h. Curvature raises the time of the distant point above the extrapolated line by about p × 172² nm², so division by 172² nm² gives an error in p of 4.2 × 10⁻⁶ h/nm², or 4.2 % of p.

*An independently known τ.* The relation τ = s x_c − p x_c² − c can then be solved for p:

  p = (s x_c − c − τ)/x_c².

For h ≪ x_c the error of s dominates, σ_p ≈ σ_s/x_c, and

  σ_B/B ≈ σ(A + 2x_c)/(x_c h√(Nm₂)).

The divergence weakens from h⁻² to h⁻¹. For the narrow set this gives 250/(200 × 20 × √4.4) = 2.98 %, as does the Fisher matrix with τ fixed. A and B remain strongly correlated, now because the data fix (x_c² + A x_c)/B = c + τ.

An assumed τ is not a known τ. An error δτ shifts p by −δτ/x_c² and hence B by the fraction Bδτ/x_c². With δτ = 0.1 h this is 10000 × 0.1/40000 = 2.5 %, nearly as large as the quoted error and absent from it. If early growth follows a different law, the initial thickness does not supply the required τ.

**9. Failure modes**

- **Fewer than three distinct thicknesses.** JᵀJ is singular. What counts is the number of distinct times, not of distinct measured values. With two thicknesses, fix a parameter from independent knowledge or report only the rate at their midpoint. With one, not even the rate is determined.
- **p compatible with zero.** Report R and the interval for p. Forcing B to be positive hides the missing information without supplying it.
- **A negative square-root argument.** A trial step has left the domain of the model. Halving the step handles this; repeated failure calls for a check of the data and the starting values.
- **A common thickness-scale error.** If every thickness is multiplied by 1 + ε, the law still fits perfectly, with A multiplied by 1 + ε and B by (1 + ε)². Neither χ² nor F reveals it.
- **A wrong growth law.** A distant point helps only if the same A, B and τ hold over the whole range. Otherwise the small formal errors describe the wrong model.

Computed values

```
true A = 100 nm, B = 10000 nm^2/h, tau = 0.24 h
B = 0.010 um^2/h; sigma = 0.5 nm; N = 11
m2 = 0.4000, kappa = 0.12480
rate at 200 nm = 20.00 nm/h
data: t (h), x (nm) wide | t (h), x (nm) narrow
  0.1500   30.04 |  4.8000  180.45
  0.8096   63.13 |  4.9856  183.79
  1.7004   97.20 |  5.1744  188.07
  2.8224  131.77 |  5.3664  192.03
  4.1756  166.00 |  5.5616  196.21
  5.7600  200.29 |  5.7600  200.20
  7.5756  233.49 |  5.9616  203.90
  9.6224  267.74 |  6.1664  207.78
 11.9004  302.23 |  6.3744  211.82
 14.4096  335.22 |  6.5856  216.27
 17.1500  369.93 |  6.8000  219.54
wide fit: A = 101.3 +- 2.7 nm
  B = 10023 +- 63 nm^2/h
  tau = 0.238 +- 0.012 h; chi2 = 6.70
  p = 1/B = 0.998 +- 0.006 1e-4 h/nm^2
  95% range of p: 0.985 to 1.010 1e-4 h/nm^2
  rate at 200 nm = 19.993 +- 0.032 nm/h
  chi2 rise for straight line = 17820.69; (p/err)^2 = 24987.78
narrow fit: A = 74.2 +- 243.5 nm
  B = 9393 +- 4833 nm^2/h
  tau = 0.079 +- 2.174 h; chi2 = 2.20
  p = 1/B = 1.065 +- 0.548 1e-4 h/nm^2
  95% range of p: -0.009 to 2.138 1e-4 h/nm^2
  rate at 200 nm = 19.809 +- 0.239 nm/h
  chi2 rise for straight line = 3.84; (p/err)^2 = 3.78
Fisher: h (nm), errors (%) of A, B, rate, B/A; rho
  170     2.70    0.63  0.160    2.09  0.974817
   80    15.72    3.24  0.308   12.50  0.995751
   40    65.74   13.24  0.601   52.51  0.998986
   20   265.78   53.25  1.195  212.54  0.999749
   10  1065.92  213.28  2.385  852.66  0.999938
narrow law, h = 20 nm: B error 53.34 %, rate error 1.192 %
  1-rho^2: law 4.992e-04, Fisher 5.010e-04
twin: A = 600 nm, B = 20000 nm^2/h, tau = 2.24 h
  largest gap: narrow 0.416 nm, wide 41.2 nm
repeats: wide 1000, narrow 2000
  wide B scatter 0.596 %, Fisher 0.632 %
  narrow p scatter 53.4 %, Fisher 53.2 %
  narrow share with p <= 0: 2.80 %, Gaussian 3.02 %
one point moved to 370 nm: B error 4.23 %
tau known, narrow: B error 2.98 %, law 2.98 %
```
